\section*{How fast radial diffusion empties a purged gap between wafers}

\section{Problem}

Two parallel wafers of radius $R=150$ mm enclose a gap of height $h=8$ mm. The gap holds a trace of precursor vapour, of number density $c$, in an inert gas at rest. The diffusivity $D=0.010\ \mathrm{m^2/s}$ is uniform, and the wafer faces neither take up nor release precursor. From $t=0$ the purge holds $c=0$ at the rim $r=R$.

(a) What is the longest time constant of the exponential decay, whatever the initial distribution?

(b) If the gap is filled uniformly at first, when has the mean density fallen to $10^{-4}$ of its initial value?

(c) The rim is now swept by a finite flow, well mixed all round the rim. A total of 5 slm of fresh gas is shared equally by 100 gaps, at 473 K and 1.465 Torr. What becomes of the decay time? One slm is one litre per minute measured at 273.15 K and 760 Torr.

\section{A tempting solution}

The density obeys
\begin{equation}
\frac{\partial c}{\partial t}=D\nabla^2c .
\label{diff}
\end{equation}
It varies over the distance $R$, so one may replace $\nabla^2c$ by $-c/R^2$. Then $dc/dt=-Dc/R^2$, and the decay time would be
\[
\frac{R^2}{D}=\frac{(0.150\ \mathrm m)^2}{0.010\ \mathrm{m^2/s}}=2.25\ \mathrm s .
\]
A fall to $10^{-4}$ would take $2.25\ln(10^4)=20.7$ s.

\section{Where it fails}

The replacement has the right dimensions, but it sets an unknown number equal to one. To see what that number means, integrate (\ref{diff}) over the gap. The sealed faces pass no flux, so the content $\pi R^2h\,\bar c$, where $\bar c$ is the mean density, changes through the rim area $2\pi Rh$:
\begin{equation}
\pi R^2h\frac{d\bar c}{dt}=2\pi RhD\left.\frac{\partial c}{\partial r}\right|_R .
\end{equation}
For a radial profile define the scaled rim slope $S=-(R/\bar c)\,\partial c/\partial r|_R$. Division by $\pi R^2h$ gives
\begin{equation}
\frac{d\bar c}{dt}=-\frac{2SD}{R^2}\,\bar c .
\label{slope}
\end{equation}
The tempting answer therefore requires $S=1/2$. A straight line drawn inward from the rim with that slope would reach just half the mean density at the centre. By comparison, a cone-shaped profile $c_0(1-r/R)$ has mean $c_0/3$ and $S=3$. The slope cannot be guessed; it has to come from the diffusion equation.

\section{The decay time}

\subsection{The radial mode}

Try $c=\phi(r)e^{-t/\tau}$ with no angular or axial variation. Equation (\ref{diff}) becomes
\begin{equation}
\phi''+\frac{\phi'}{r}+k^2\phi=0,\qquad \frac1\tau=Dk^2 .
\label{mode}
\end{equation}
Insert $\phi=\sum_m a_mr^{2m}$ with $a_0=1$. The first two terms of (\ref{mode}) turn $r^{2m}$ into $[2m(2m-1)+2m]r^{2m-2}=4m^2r^{2m-2}$, so $4m^2a_m=-k^2a_{m-1}$. Hence
\begin{equation}
\phi=J_0(kr)=\sum_{m=0}^{\infty}\frac{(-z)^m}{(m!)^2},\qquad z=\frac{(kr)^2}{4}.
\end{equation}
The second solution behaves as $\ln r$ near the axis. It would carry a finite flux out of a line with no source, and is rejected.

The rim condition is $J_0(kR)=0$. To find the first zero, differentiate the series:
\begin{equation}
\frac{dJ_0}{dz}=-\left(1-\frac z2+\frac{z^2}{12}-\cdots\right).
\end{equation}
For $0<z<2$ the terms in the bracket alternate in sign and shrink, so the bracket exceeds $1-z/2>0$. Thus $J_0$ falls throughout this range and has at most one zero there. Summing the series gives $J_0(2.404)=0.000429$ and $J_0(2.405)=-0.000091$, both at $z\approx1.45$. The first zero lies between them, at $j=2.4048$, with $j^2=5.783$. Therefore $k=j/R$, $\phi>0$ inside the rim, and
\begin{equation}
\tau=\frac{R^2}{Dj^2}=\frac{2.250\ \mathrm s}{5.783}=0.389\ \mathrm s .
\label{tau}
\end{equation}

\subsection{No distribution has a longer time constant}

A mode has been found, but the question concerns every initial distribution, including lopsided ones. Since $\phi>0$ inside, any $c$ can be written as $c=\phi w$. Expanding the gradient and regrouping,
\begin{align}
|\nabla c|^2&=w^2|\nabla\phi|^2+2\phi w\nabla\phi\cdot\nabla w+\phi^2|\nabla w|^2\nonumber\\
&=\nabla\phi\cdot\nabla(\phi w^2)+\phi^2|\nabla w|^2 .
\end{align}
Integrate over the gap volume, and the first term by parts. Its surface part vanishes on the faces, where $\phi$ has no normal slope. It also vanishes at the rim, where $\phi w^2=cw$: there $c=0$, and $w$ stays finite because $\phi$ goes to zero with a nonzero slope. With $\nabla^2\phi=-k^2\phi$,
\begin{equation}
\int|\nabla c|^2dV=k^2\int c^2dV+\int\phi^2|\nabla w|^2dV\ \ge\ k^2\int c^2dV .
\label{ineq}
\end{equation}
Now multiply (\ref{diff}) by $2c$ and integrate by parts. The surface term is zero, since $c=0$ on the rim and the flux is zero on the faces:
\begin{equation}
\frac{d}{dt}\int c^2dV=-2D\int|\nabla c|^2dV\le-\frac2\tau\int c^2dV .
\end{equation}
The root-mean-square density thus falls at least as fast as $e^{-t/\tau}$. The bound is reached, because two integrations by parts give
\begin{equation}
\frac{d}{dt}\int\phi c\,dV=D\int c\nabla^2\phi\,dV=-\frac1\tau\int\phi c\,dV .
\end{equation}
Any real filling has $c\ge0$ and hence a positive overlap with $\phi$, so its late decay has the time $\tau$. This answers (a): 0.39 s. It is a time constant, not a bound on the first fall to $1/e$ of every quantity: the content of a filling confined to $r<0.1R$, and the centre density of a uniform filling, both take about 0.57 s to fall to $1/e$, because the decay starts late there.

Inequality (\ref{ineq}) also offers a check by hand. For the trial profile $u=1-r^2/R^2$,
\begin{equation}
\frac{\int_0^R u'^2r\,dr}{\int_0^R u^2r\,dr}=\frac{1}{R^2/6}=\frac6{R^2}\ge k^2 ,
\end{equation}
so $\tau\ge R^2/(6D)=0.375$ s. A parabola comes within 4\% of the true value.

\subsection{What the factor 5.78 contains}

Write $J_1=-J_0'$. Equation (\ref{mode}) in the variable $x=kr$ reads $(xJ_0')'=-xJ_0$, and integration gives $\int_0^xsJ_0(s)\,ds=xJ_1(x)$. The mean of the mode over the disc is therefore $2J_1(j)/j$, while its rim slope times $R$ is $-jJ_1(j)$. Minus this slope, divided by the mean, is $S=j^2/2=2.89$, in place of the assumed $1/2$. The factor $j^2=2S$ joins two facts: a disc has rim length $2/R$ per unit area, and the profile is steep at the rim compared with its mean.

Other patterns die sooner. One varying as $\cos\theta$ has the radial factor $J_1(kr)$, whose first positive zero gives 0.153 s. The second zero of $J_0$ gives 0.074 s. A variation across the gap, $\cos(\pi y/h)$ with $y$ the height, relaxes in $h^2/(\pi^2D)=0.65$ ms, so the gap is soon uniform in height.

\section{The purge time}

Let $j_n$ be the zeros of $J_0$, with $j_1=j$. The radial modes form a complete set, a standard property of this type of equation, and modes of different $j_n$ are orthogonal with weight $r$. A uniform filling $c_0$ evolves as
\begin{equation}
c=c_0\sum_nA_nJ_0(j_nr/R)\,e^{-j_n^2Dt/R^2},\quad
A_n=\frac{\int_0^1J_0(j_ns)\,s\,ds}{\int_0^1J_0^2(j_ns)\,s\,ds}.
\end{equation}
The numerator is $J_1(j_n)/j_n$, by the integral just found. For the denominator, multiply $(xJ_0')'=-xJ_0$ by $2xJ_0'$:
\begin{equation}
\frac{d}{dx}(xJ_0')^2=-x^2\frac{d}{dx}J_0^2 .
\end{equation}
Integrate from 0 to $j_n$, the right side by parts. The end terms vanish, leaving $j_n^2J_1^2(j_n)=2\int_0^{j_n}xJ_0^2\,dx$. With $x=j_ns$ the denominator is $J_1^2(j_n)/2$, so $A_n=2/[j_nJ_1(j_n)]$. Each mode has mean $2J_1(j_n)/j_n$, and the mean density is
\begin{equation}
\frac{\bar c}{c_0}=\sum_n\frac4{j_n^2}\,e^{-j_n^2Dt/R^2}.
\end{equation}

At late times the first term rules. Its amplitude is $4/5.783=0.692$, and the time to reach a residual fraction $f=10^{-4}$ is
\begin{equation}
t=\tau\ln\frac{4}{j^2f}=0.3891\ln(6917)=3.44\ \mathrm s .
\end{equation}
Sixty terms of the series give the same 3.44 s. This answers (b). The centre lags: with $J_1(j)=0.5191$ its first amplitude is $A_1=1.602$, and it reaches $10^{-4}c_0$ at $0.3891\ln(16020)=3.77$ s. For this target the mean density thus needs about nine decay times, and the centre nearly ten.

\section{A rim swept by a finite flow}

\subsection{The changed boundary condition}

Let each gap receive its own flow $q$ of fresh gas, which mixes fully, all round the rim, with what leaves the gap and carries it away at a single density $c_R$. A stream that passes from one side to the other without such mixing gives a different time. If the stream stores little gas,
\begin{equation}
q\,c_R=-2\pi RhD\left.\frac{\partial c}{\partial r}\right|_R .
\end{equation}
Insert $c\propto J_0(xr/R)$, whose rim slope is $-xJ_1(x)/R$:
\begin{equation}
xJ_1(x)=\mathrm{Bi}\,J_0(x),\quad \mathrm{Bi}=\frac{q}{2\pi hD},\quad \tau_q=\frac{R^2}{Dx^2}.
\label{robin}
\end{equation}
Between 0 and $j$ the left side rises, since its derivative is $xJ_0>0$, while $J_0$ falls to zero. There is one root in this range, below $j$, so a finite flow lengthens the decay. Angular patterns send no net gas into the mixed stream; they keep $c_R=0$ and their shorter times.

Two limits show what controls the time. For large $\mathrm{Bi}$ put $x=j-\epsilon$. Then $J_0(x)\approx\epsilon J_1(j)$, so $\epsilon\approx j/\mathrm{Bi}$ and $\tau_q\approx\tau(1+2/\mathrm{Bi})$. For small $\mathrm{Bi}$ the series give $xJ_1/J_0\approx x^2/2+x^4/16$. Setting this equal to $\mathrm{Bi}$ and solving for $1/x^2$ gives $1/x^2\approx1/(2\mathrm{Bi})+1/8$, or
\begin{equation}
\tau_q\approx\frac{\pi R^2h}{q}+\frac{R^2}{8D}.
\label{small}
\end{equation}
The first term is the gap volume divided by the flow, as for a stirred vessel. The second is the delay due to diffusion.

\subsection{The numbers}

Each gap gets 0.05 slm, or $0.833\ \mathrm{cm^3/s}$ at standard conditions. Multiplied by $(760/1.465)(473/273.15)$ this is about $750\ \mathrm{cm^3/s}$ of actual gas. Then
\[
\mathrm{Bi}=\frac{7.49\times10^{-4}}{2\pi(0.008)(0.010)}=1.49 .
\]
Numerical solution of (\ref{robin}) gives $\tau_q=1.07$ s, which is 2.7 times the ideal value and answers (c). Formula (\ref{small}) gives $0.76+0.28=1.04$ s, so here the supply of fresh gas matters more than diffusion.

Gas stored beside the wafers adds to this. For an edge clearance of 10 mm and wafers 0.775 mm thick, the rim space has 0.151 of the gap volume. Dividing the disc into 300 rings joined to one mixed rim cell, and finding the slowest rate of that system, gives 1.15 s.

A stagnant film of thickness $d\ll R$ between rim and stream adds a density drop $d/D$ per unit flux. The stream contributes $2\pi Rh/q=(R/D)/\mathrm{Bi}$, so the film replaces $1/\mathrm{Bi}$ by $1/\mathrm{Bi}+d/R$. With $d=5$ mm and unlimited flow, $\mathrm{Bi}=30$ and the time is 0.416 s. With the 5 slm flow as well, but no storage, it is 1.10 s; the gas held in the film itself would add about 0.04 s.

How much flow brings $\tau_q$ within 10\% of the ideal? Set $x=j/\sqrt{1.1}$ in (\ref{robin}); this gives $\mathrm{Bi}=20.9$. Since $\mathrm{Bi}$ is proportional to flow, the total is $5\times20.9/1.489=70$ slm, at the same temperature, pressure and gap, and without film or storage.

\section{When the gas moves or the walls hold precursor}

\subsection{Flow through the gap}

Suppose gas crosses the gap with uniform depth-averaged speed $U$ along $X$, a coordinate in the wafer plane, while the rim stays clean. Neglect the extra dispersion caused by the speed profile across the gap, which is very small at the speeds used here. Then $\partial_tc+U\partial_Xc=D\nabla^2c$. Put $c=e^{UX/2D}v$. The terms in $\partial_Xv$ cancel, and the terms in $v$ combine as $U^2/(4D)-U^2/(2D)$:
\begin{equation}
\frac{\partial v}{\partial t}=D\nabla^2v-\frac{U^2}{4D}v,\qquad
\frac1{\tau_U}=\frac{Dj^2}{R^2}+\frac{U^2}{4D}.
\end{equation}
If the whole flow $q$ entered the gap, $U=q/(2Rh)=0.312$ m/s and $\tau_U=0.200$ s; if a tenth did, 0.385 s. The first value is a measure of sensitivity, not a prediction: so small a flow would not keep the downstream rim clean.

\subsection{Reversible uptake}

Let $s$ be the amount held on both faces per unit gap volume, $\kappa$ its equilibrium ratio to $c$, and $b$ the desorption rate:
\begin{equation}
\partial_tc=D\nabla^2c-\kappa bc+bs,\qquad \partial_ts=\kappa bc-bs .
\end{equation}
In the first radial mode $D\nabla^2$ becomes $-1/\tau$, and a decay $e^{-pt}$ requires
\begin{equation}
p^2-\left(\frac1\tau+\kappa b+b\right)p+\frac b\tau=0 .
\end{equation}
For fast exchange the terms in $b$ dominate, and $1/p=\tau(1+\kappa)$. For any $b$, the left side equals $-\kappa b^2<0$ at $p=b$, so one root lies below $b$: the longest time exceeds $1/b$.

Take $4\times10^{12}\ \mathrm{cm^{-2}}$ reversibly held on each face, in balance with 0.10 Torr of precursor. Twice this density, divided by $h$ and by the gas density, is $\kappa=0.0049$. Fast exchange then gives 0.391 s, a negligible change. With $b=0.5\ \mathrm{s^{-1}}$ the longest time is 2.00 s. Starting from uniform gas in balance with the walls, and summing twenty radial modes, the mean gas density reaches $10^{-4}$ of its start at 4.77 s instead of 3.44 s. Half a per cent of the precursor, when released this slowly, is enough to delay a purge to $10^{-4}$ by more than a second. The figure belongs to the linear model. There $\kappa b$ is the adsorption rate $\gamma\bar v/(2h)$, with $\bar v=373$ m/s the mean speed of the precursor, so these values imply a sticking probability $\gamma\approx10^{-7}$; and a stay of 2 s at 473 K implies a binding near 1.25 eV for a prefactor of $10^{13}\ \mathrm{s^{-1}}$. If the same amount is held on a limited number of sites (Langmuir uptake) with $\gamma$ from $10^{-6}$ to $10^{-2}$, the time ranges from about 4 s to 6.6 s.

\section{The real case}

The value of $D$ fits a trace of trimethylaluminium (72.1 u) in nitrogen (28.0 u). Let a trace molecule drift at a small speed $u$. Hard-sphere scattering removes on average the momentum $\mu\mathbf g$ per collision, with $\mu$ the reduced mass and $\mathbf g$ the relative velocity. Collisions occur at the rate $n\pi\sigma^2g$, so the drag is $F=n\pi\sigma^2\mu\langle g\,g_u\rangle$, with $g_u$ the component of $\mathbf g$ along the drift. Assume that the drift only shifts the Maxwell distribution of the trace molecules, a good approximation for these masses. To first order in $u$ this multiplies the distribution of $\mathbf g$ by $1+\mu ug_u/(k_BT)$, so $\langle g\,g_u\rangle=\mu u\langle g^3\rangle/(3k_BT)$. The Maxwell average $\langle g^3\rangle=4k_BT\bar g/\mu$ then gives $F=\frac43n\pi\sigma^2\mu\bar gu$, where $n$ is the carrier density, $\sigma$ the collision diameter and $\bar g=\sqrt{8k_BT/\pi\mu}$. Balancing it against the partial-pressure force gives
\begin{equation}
D=\frac{k_BTu}{F}=\frac{3}{8n\sigma^2}\sqrt{\frac{k_BT}{2\pi\mu}} .
\end{equation}
With a rough $\sigma=0.47$ nm at 473 K, $D=0.010\ \mathrm{m^2/s}$ corresponds to $p=nk_BT=1.465$ Torr.

These conditions are meant to resemble a batch reactor for 300 mm wafers near 1 Torr; gap, clearance, flow and wall values are rough choices. For hard spheres at fixed pressure $D\propto T^{3/2}$, so a gap 50 K hotter would have an ideal time of 0.335 s; softer molecules give a somewhat steeper rise of $D$ and a shorter time. Collisions with the wafers, estimated as in a tube of diameter $2h$, change $D$ by about 0.5\%. One assumption at risk is the clean rim: at 5 slm, with a well-mixed rim stream, its failure moves 0.39 s to about 1.1 s, even with fresh gas for every gap. Diffusion cannot supply that mixing: it needs about 2.4 s round the ring, while the gas stays in the rim space 0.11 s. The same flow passing unmixed along the rim from one side to the other, with still gas in the gap, gives about 0.7 s. If the purge instead runs along the stack, later gaps meet gas already loaded by earlier ones, which this model does not describe. The 0.39 s is then the diffusion limit for still gas and inert walls, and a purge step can be timed from it when the rim flow is ample and the walls hold little precursor ($\kappa\ll1$, also at the low densities late in the purge) and release it in a time $1/b$ much shorter than $\tau$.

All numerical values are calculated from the stated model.
